# Quasimomentum of an atom at rest in a moving lattice

Suppose a periodic potential moves at velocity $\mathbf v$ and is raised slowly around an atom at rest. If the atom is assigned zero quasimomentum because its momentum was zero, it is placed at the minimum of the lowest band. The group velocity vanishes there, so the atom should be carried along at the full lattice velocity. For the optical lattice treated below, with a lattice velocity of 7.98 mm/s, that prediction is wrong by a factor of seven: a wave packet evolved in the moving potential travels at 1.10 mm/s. The error lies in using a laboratory momentum as a label for states defined in the lattice frame.

## Statement and conventions

A particle of mass $m$ moves in a scalar potential $V(\mathbf r-\mathbf vt)$, where $V(\boldsymbol\xi+\mathbf R)=V(\boldsymbol\xi)$ for every lattice vector $\mathbf R$. The velocity is constant and much smaller than that of light. The lattice coordinate is $\boldsymbol\xi=\mathbf r-\mathbf vt$. A lattice-frame state $\varphi$ has quasimomentum $\mathbf q$ (a wavevector; $\hbar\mathbf q$ has the dimension of momentum) if

$$\varphi(\boldsymbol\xi+\mathbf R)=e^{i\mathbf q\cdot\mathbf R}\varphi(\boldsymbol\xi)\quad\text{for all }\mathbf R. \tag{1}$$

A reciprocal vector $\mathbf G$ satisfies $e^{i\mathbf G\cdot\mathbf R}=1$, so (1) fixes $\mathbf q$ only modulo $\mathbf G$. The result is

$$\mathbf q=-\frac{m\mathbf v}{\hbar}\pmod{\mathbf G}. \tag{2}$$

Here "at rest" means that the atom has zero laboratory momentum before the lattice is switched on. It does not mean zero mean velocity inside the lattice, which is a different condition.

## First derivation: boost the wavefunction

Write the laboratory wavefunction as

$$\psi(\mathbf r,t)=e^{i\theta}\varphi(\mathbf r-\mathbf vt,t),\qquad \theta=\frac{m\mathbf v\cdot\mathbf r-\tfrac12mv^2t}{\hbar}. \tag{3}$$

The time derivative acts on the phase, on the explicit time in $\varphi$, and on its moving argument:

$$i\hbar\,\partial_t\psi=e^{i\theta}\left[\tfrac12mv^2\varphi+i\hbar\,\partial_t\varphi-i\hbar\,\mathbf v\cdot\nabla\varphi\right]. \tag{4}$$

A spatial derivative gives $\nabla\psi=e^{i\theta}(\nabla+im\mathbf v/\hbar)\varphi$. Applying it twice,

$$-\frac{\hbar^2}{2m}\nabla^2\psi=e^{i\theta}\left[-\frac{\hbar^2}{2m}\nabla^2\varphi-i\hbar\,\mathbf v\cdot\nabla\varphi+\tfrac12mv^2\varphi\right]. \tag{5}$$

In the laboratory Schrödinger equation, (4) equals (5) plus $e^{i\theta}V\varphi$. The terms in $\mathbf v\cdot\nabla\varphi$ and in $v^2$ are the same on both sides and cancel, leaving

$$i\hbar\,\partial_t\varphi=\left[-\frac{\hbar^2}{2m}\nabla_\xi^2+V(\boldsymbol\xi)\right]\varphi. \tag{6}$$

The potential is now static, so Bloch's theorem applies in its usual form.

To transform the atom, invert (3) with $\mathbf r=\boldsymbol\xi+\mathbf vt$. The exponent contains $m\mathbf v\cdot\boldsymbol\xi+mv^2t-\tfrac12mv^2t$, hence

$$\varphi(\boldsymbol\xi,t)=e^{-i(m\mathbf v\cdot\boldsymbol\xi+\frac12mv^2t)/\hbar}\,\psi(\boldsymbol\xi+\mathbf vt,t). \tag{7}$$

For a free plane wave $\psi=e^{i\mathbf k\cdot\mathbf r-i\hbar k^2t/2m}$ this becomes

$$\varphi=\exp\left[i\left(\mathbf k-\frac{m\mathbf v}{\hbar}\right)\cdot\boldsymbol\xi-\frac{i\hbar t}{2m}\left|\mathbf k-\frac{m\mathbf v}{\hbar}\right|^2\right], \tag{8}$$

because the coefficient of $-it$ is $\hbar k^2/2m-\mathbf k\cdot\mathbf v+mv^2/2\hbar$, which is the expanded square. The atom at rest has $\mathbf k=0$. A lattice translation multiplies its function by $e^{-im\mathbf v\cdot\mathbf R/\hbar}$, and comparison with (1) gives (2). The minus sign is that of the velocity $-\mathbf v$ with which the atom passes an observer riding on the lattice.

It remains to switch on the potential. Let its strength be $s(t)$, and let $T_{\mathbf R}\varphi(\boldsymbol\xi)=\varphi(\boldsymbol\xi+\mathbf R)$. The Hamiltonian with potential $s(t)V(\boldsymbol\xi)$ commutes with $T_{\mathbf R}$ at every time, and therefore so does the evolution operator $U$. If $T_{\mathbf R}\varphi_0=\lambda\varphi_0$ initially, then $T_{\mathbf R}U\varphi_0=UT_{\mathbf R}\varphi_0=\lambda U\varphi_0$. The factor $\lambda$, and with it $\mathbf q$, survives both sudden and slow switching. What depends on the switching is the distribution over bands.

A real atom is a wave packet. By (8), each component $\mathbf k$ acquires $\mathbf q=\mathbf k-m\mathbf v/\hbar$, so the packet keeps its momentum spread and (2) gives the centre.

## Second derivation: solve the moving problem in the laboratory

The second route uses no change of frame. At any instant the laboratory potential is periodic in $\mathbf r$, so the laboratory Hamiltonian commutes with translations of $\mathbf r$ by $\mathbf R$. A laboratory quasimomentum $\boldsymbol\kappa$ is therefore conserved. At constant depth, seek solutions whose periodic part moves with the lattice:

$$\psi=e^{i\boldsymbol\kappa\cdot\mathbf r}\,w(\mathbf r-\mathbf vt)\,e^{-i\varepsilon t/\hbar},\qquad w(\boldsymbol\xi+\mathbf R)=w(\boldsymbol\xi). \tag{9}$$

With $\mathbf p=-i\hbar\nabla$, the time derivative contributes $\varepsilon w-i\hbar\mathbf v\cdot\nabla w=\varepsilon w+\mathbf v\cdot\mathbf p\,w$. The Schrödinger equation becomes

$$\left[\frac{(\mathbf p+\hbar\boldsymbol\kappa)^2}{2m}-\mathbf v\cdot\mathbf p+V\right]w=\varepsilon w. \tag{10}$$

Now complete the square. Since

$$\frac{(\mathbf p+\hbar\boldsymbol\kappa-m\mathbf v)^2}{2m}=\frac{(\mathbf p+\hbar\boldsymbol\kappa)^2}{2m}-\mathbf v\cdot\mathbf p-\hbar\boldsymbol\kappa\cdot\mathbf v+\tfrac12mv^2,$$

equation (10) is equivalent to

$$\left[\frac{(\mathbf p+\hbar\boldsymbol\kappa-m\mathbf v)^2}{2m}+V\right]w=\left(\varepsilon-\hbar\boldsymbol\kappa\cdot\mathbf v+\tfrac12mv^2\right)w. \tag{11}$$

The periodic part $u_{n\mathbf q}$ of a Bloch state of the static lattice obeys $[(\mathbf p+\hbar\mathbf q)^2/2m+V]u_{n\mathbf q}=E_n(\mathbf q)u_{n\mathbf q}$. Equation (11) is this equation, with

$$\mathbf q=\boldsymbol\kappa-\frac{m\mathbf v}{\hbar},\qquad w=u_{n\mathbf q}, \tag{12}$$

$$\varepsilon=E_n(\mathbf q)+\hbar\boldsymbol\kappa\cdot\mathbf v-\tfrac12mv^2=E_n(\mathbf q)+\hbar\mathbf q\cdot\mathbf v+\tfrac12mv^2. \tag{13}$$

The atom at rest is initially a uniform wave. Laboratory translations leave it unchanged, so $\boldsymbol\kappa=0$, and (12) gives (2). During switching $\boldsymbol\kappa$ remains zero modulo $\mathbf G$ by the conservation law above. Once the depth is constant, the state is a superposition over $n$ of the solutions (9) with $\boldsymbol\kappa=0$.

Equation (13) also shows how folding appears in the laboratory. Replacing $\mathbf q$ by $\mathbf q+\mathbf G$ leaves $E_n$ unchanged but shifts $\varepsilon$ by $\hbar\mathbf G\cdot\mathbf v$. At a fixed point, the Fourier component $e^{i\mathbf G\cdot(\mathbf r-\mathbf vt)}$ of the potential oscillates at angular frequency $\mathbf G\cdot\mathbf v$, so $\varepsilon$ is a quasienergy, defined modulo such shifts.

## What each derivation assumes

Both need a kinetic energy $p^2/2m$, a scalar potential and a rigid lattice at constant velocity. The quadratic kinetic energy is what makes the terms cancel in (4) and (5), and what allows the square in (11). The mass in (2) is therefore the bare mass, not a band effective mass.

The first derivation assumes the phase in (3) and justifies it by substitution. It needs no stationary states, and it covers an arbitrary $s(t)$ in one argument. The second assumes constant depth in order to define the states (9), and must add conservation of $\boldsymbol\kappa$ to treat switching. In return it supplies the quasienergy and shows that two quasimomenta are in play: $\boldsymbol\kappa=0$ in the laboratory and $\mathbf q=-m\mathbf v/\hbar$ in the lattice frame describe the same state.

Neither quasimomentum stays constant if a uniform force $\mathbf F$ acts. The lattice-frame Hamiltonian then contains $-\mathbf F\cdot\boldsymbol\xi$, and $T_{\mathbf R}H=(H-\mathbf F\cdot\mathbf R)T_{\mathbf R}$. The translation factor acquires $e^{i\mathbf F\cdot\mathbf Rt/\hbar}$, so $\mathbf q$ drifts by $\mathbf Ft/\hbar$.

## Velocity and band after slow loading

Differentiating $E_n(\mathbf q)=\langle u|(\mathbf p+\hbar\mathbf q)^2/2m+V|u\rangle$ for a normalized, nondegenerate state leaves only the derivative of the operator, because the terms containing derivatives of $u$ add up to $E_n\nabla_q\langle u|u\rangle$, which vanishes for a constant norm. Thus $\nabla_qE_n/\hbar=\langle(\mathbf p+\hbar\mathbf q)/m\rangle$, the mean velocity in the lattice frame. The boost adds $\mathbf v$:

$$\langle\mathbf v_{\rm lab}\rangle=\mathbf v+\frac1\hbar\nabla_qE_n(\mathbf q). \tag{14}$$

Suppose that no other free state with the same quasimomentum has the same energy as the atom. Then, as the depth tends to zero, the energy of the loaded band becomes the free energy $mv^2/2$, its gradient gives $-\mathbf v$, and the atom is again at rest. At finite depth the two terms need not cancel.

In one dimension with period $a$, let $k_L=\pi/a$ and $G=2k_L$. The free states coupled by the lattice have wavevectors $q+nG$. If $jk_L<m|v|/\hbar<(j+1)k_L$, exactly $j$ of them have lower kinetic energy than the atom: stepping inward from $-mv/\hbar$ in units of $2k_L$, one meets $j$ points before reaching $+mv/\hbar$. A ramp slow compared with the inverse gaps at this $q$ therefore loads band $j+1$.

At $m|v|/\hbar=k_L$ the rule fails, since $-k_L$ and $+k_L$ are degenerate. For a lattice even in $\xi$, the atom's wave is an equal-weight sum of an even and an odd function. The potential does not mix them, and they become the two lowest bands. A slow ramp thus leaves half the population in each.

## Ytterbium in a moving optical lattice

Take ytterbium of mass number 174, with its mass rounded to 174 atomic mass units (an error of 0.04%), and two counterpropagating beams of wavelength $\lambda=532$ nm. Their frequencies differ by $\delta f$, so the interference pattern has phase $2k_Lx-2\pi\delta f\,t$ and moves at

$$v=\frac{2\pi\delta f}{2k_L}=\frac{\lambda\,\delta f}{2}.$$

The period is $a=266$ nm. The recoil velocity is $v_r=\hbar k_L/m=4.3107$ mm/s, and the recoil energy $E_r=mv_r^2/2$ corresponds to 4.051 kHz. The potential is $-V_0\cos^2(k_L\xi)$ with $V_0=4E_r$, raised in 2 ms as $V_0\sin^2(\pi t/4\ \text{ms})$. Equation (2) reads $q/k_L=-v/v_r$.

**Detuning 6 kHz.** The lattice velocity is $532\ \text{nm}\times6\ \text{kHz}/2=1.596$ mm/s, and

$$\frac q{k_L}=-\frac{1.596}{4.3107}=-0.370.$$

This lies in the first zone, so the atom enters the lowest band. The group velocity there is $-0.937$ mm/s, and (14) gives $1.596-0.937=0.659$ mm/s. The atom is dragged forward, although its quasimomentum is still the one set by its initial rest. No state of the lowest band would be at rest on average: the largest group speed in that band is 1.177 mm/s, less than the lattice speed.

The laboratory momenta are multiples of $\hbar G=2mv_r$, because $\kappa=0$. The populations at $-G$, 0 and $+G$ are 0.025, 0.874 and 0.100. The drag is the imbalance between the side orders: $(0.1003-0.0248)\times8.621=0.65$ mm/s, with the small remainder in higher orders.

**Detuning 30 kHz.** Now $v=7.980$ mm/s and $-v/v_r=-1.851$. Adding $G=2k_L$ folds this to

$$q=(-1.851+2)k_L=0.149\,k_L=1.76\ \text{rad}/\mu\text{m}.$$

The unfolded value lies between $k_L$ and $2k_L$ in magnitude, so the atom enters the second band. The group velocity is $-6.885$ mm/s and the laboratory velocity is $7.980-6.885=1.095$ mm/s.

The orders $-G$, 0 and $+G$ contain 0.0072, 0.9039 and 0.0436 of the population and account for only $0.0364\times8.621=0.31$ mm/s. The missing 0.0453, if placed at $+2G$, adds $0.0453\times17.243=0.78$ mm/s and restores the total. The evolution puts 0.0451 at $+2G$ and 0.0002 at $+3G$. The large second order has an energetic reason: $+2G$ corresponds to $(-1.851+4)k_L=2.149k_L$ in the lattice frame, only $2.149^2-1.851^2=1.19$ recoil energies above the initial state.

Packets of 5 μm rms size, started at rest and evolved in the laboratory potential, were followed for a further 2 ms. They moved at 0.6595 and 1.0998 mm/s. Averaging (14) over their momentum spread gives 0.6595 and 1.0999 mm/s. At the zone edge, reached for $\delta f=2v_r/\lambda=16.21$ kHz, the same ramp gives band populations 0.5000 and 0.5000.

The vector form of (2) was tested on a hexagonal lattice of period $a$, with potential $-4E_r$ times the sum of three cosines with wavevectors $\mathbf b_1$, $\mathbf b_2$ and $\mathbf b_1+\mathbf b_2$, switched on suddenly for a time $3\hbar/E_r$. For $m\mathbf v/\hbar=0.8\mathbf b_1+0.3\mathbf b_2$, the folded value is $\mathbf q=0.2\mathbf b_1-0.3\mathbf b_2$. Diffraction populations from the laboratory evolution and from this $\mathbf q$ differ by at most $1.3\times10^{-6}$. Reversing the sign of $\mathbf q$ raises the largest difference to 0.246. The remaining values are in the numerical output.

## How far a real gas departs from the model

A real gas does not start with a single momentum. A thermal gas far from condensation has an rms wavevector spread $\sqrt{mk_BT}/\hbar$, which is $0.051k_L$ at 1 nK and $0.160k_L$ at 10 nK. For a uniform gas this requires densities well below $3.6\times10^{10}$ cm$^{-3}$ at 1 nK and $1.1\times10^{12}$ cm$^{-3}$ at 10 nK, where condensation sets in. With detuning, depth and slow loading held fixed, the mean laboratory velocities become 0.67 and 1.33 mm/s at 1 nK, and 0.74 and 1.95 mm/s at 10 nK. The faster lattice is the more sensitive. These averages assign each component to its slow-loading band, which is unreliable for components near a zone edge; following the 2 ms ramp itself raises the value of 1.95 mm/s by 0.02 to 0.03 mm/s, depending on whether the velocity is averaged over the 2 ms hold or over the band populations. Gravity along the lattice shifts $q$: over 4 ms a tilt of 1 mrad shifts it by $0.009k_L$, and a vertical lattice by $9.1k_L$. Even in a horizontal lattice, an unsupported atom falls about 78 μm across the beams in these 4 ms. The depth assumed here then stays nearly constant only if the beams are much wider than that, or if the atoms are held up separately. At $10^{12}$ cm$^{-3}$, with a rough scattering length of 5.5 nm, the mean-field phase over the same time is 0.10 rad for a uniform gas; compression of the density by the lattice raises it to about 0.13 rad at 6 kHz and 0.11 rad at 30 kHz. This density is low for a condensate; the estimate grows in proportion to density and reaches 1.1 to 1.3 rad at $10^{13}$ cm$^{-3}$. A phase of that size does not by itself say how much the mean velocity changes, but it means that the effect of interactions has to be calculated separately. At 30 kHz the loaded band also has negative curvature ($m/m^*\approx-0.40$), where a repulsive condensate is dynamically unstable, with a growth rate of the order of the mean-field energy divided by $\hbar$. Photon scattering, estimated from rough data for one atomic line, affects fewer than one atom in ten thousand.

## Values computed for the example and the checks

```
mass number 174, wavelength 532 nm, period 266 nm
k_L = 11.8105 rad/um, recoil velocity = 4.3107 mm/s
recoil energy/h = 4.0514 kHz, E_r/k_B = 194.4 nK
depth = 4.0 E_r, depth/h = 16.206 kHz
ramp 2 ms, hold 2 ms, packet rms size 5 um
CASE detuning 6 kHz: lattice velocity = 1.5960 mm/s
  -m v/hbar = -0.3702 k_L, folded q = -0.3702 k_L = -4.3728 rad/um
  q from translation phase of packet = -0.3702 k_L
  free energy in lattice frame/h = 0.5554 kHz
  band 1: energy/h = -9.6022 kHz, population = 1.000000
  lab momentum populations at -G, 0, +G: 0.0248, 0.8742, 0.1003
  group velocity = -0.9367 mm/s, v + group = 0.6593 mm/s
  packet lab velocity: measured 0.6595, predicted 0.6595 mm/s
  shifts: cutoff 0.0e+00 E_r, time step 1.6e-09 (population)
CASE detuning 30 kHz: lattice velocity = 7.9800 mm/s
  -m v/hbar = -1.8512 k_L, folded q = 0.1488 k_L = 1.7572 rad/um
  q from translation phase of packet = 0.1488 k_L
  free energy in lattice frame/h = 13.8841 kHz
  band 2: energy/h = 6.3114 kHz, population = 1.000000
  lab momentum populations at -G, 0, +G: 0.0072, 0.9039, 0.0436
  group velocity = -6.8846 mm/s, v + group = 1.0954 mm/s
  packet lab velocity: measured 1.0998, predicted 1.0999 mm/s
  shifts: cutoff 2.3e-15 E_r, time step 1.1e-08 (population)
largest lowest-band group speed = 1.1772 mm/s
zone edge: detuning = 16.2056 kHz, band populations 0.5000, 0.5000
moving Bloch state: phase-factor error after one period = 2.9e-06
hexagonal lattice: largest population error = 1.3e-06, with wrong sign of q = 0.246
NEGLECTED EFFECTS
finite packet: rms spread of q = 0.0085 k_L
thermal gas 1 nK: spread = 0.0507 k_L, mean lab velocities 0.666, 1.332 mm/s
thermal gas 10 nK: spread = 0.1604 k_L, mean lab velocities 0.735, 1.945 mm/s
tilt 1 mrad: shift of q in 4 ms = 0.0091 k_L
vertical lattice instead: shift of q = 9.10 k_L
mean field at 1e+12 cm^-3, rough scattering length 5.5 nm: 5.71 Hz
mean-field phase in 4 ms = 0.143 rad
photons scattered per atom (rough line data 399 nm, 29 MHz) = 6.3e-05
largest v/c = 2.7e-11
```
